# Why Diffusing Carriers Outlive Mean-Field Trapping: The Three-Fifths Law

An electron released into a trap-rich dielectric wanders until it meets an empty trap. If every electron saw the same average surroundings, the free population would soon decay exponentially. But randomly placed traps leave gaps, and a few electrons start inside unusually large ones. How much do these few matter at long times, when nearly all the others are gone?

## The model and an exact average

Let point carriers diffuse in three dimensions with diffusion coefficient $D$. Traps are static spheres of radius $a$ that absorb at first contact. Their centres are scattered independently (a Poisson distribution) with density $n$, so spheres may overlap. There is no drift, no release from traps and no filling of traps. The survival $S(t)$ is the fraction of carriers still free at time $t$, averaged over starting points and trap arrangements in an infinite sample. A carrier that starts inside a trap counts as lost.

Fix one path and let $W$ be the region within distance $a$ of it. The carrier survives if no trap centre lies in $W$. The number of centres in a volume $|W|$ is Poisson distributed with mean $n|W|$, so the chance of finding none is $e^{-n|W|}$. Averaging over paths, with expectation $E$, gives

$$S(t)=E\,e^{-n|W|}.\tag{1}$$

A simulation with $a=1$, $n=0.01$, $Dt=4$ and paths of 60 steps compared the two sides. Random traps gave a survival of 0.544, and path volumes gave 0.556, a difference compatible with sampling error. Such coarse paths miss contacts between steps, so both values lie above the survival for continuous diffusion. They test the identity (1), not the size of $S$ in the continuous model.

## What mean field predicts

Mean field replaces $|W|$ by its average. To find that average, let $h(r,t)$ be the chance that a carrier starting at distance $r$ from a point has come within $a$ of it by time $t$. It obeys $\partial_t h=D\nabla^2h$, with $h=1$ at $r=a$ and $h=0$ initially outside. The function $u=rh$ obeys the one-dimensional equation $\partial_t u=D\,\partial_r^2u$ with $u(a,t)=a$, hence

$$h(r,t)=\frac ar\,\mathrm{erfc}\!\left(\frac{r-a}{\sqrt{4Dt}}\right).$$

The mean volume is the integral of this chance over all points, including the initial sphere, where it is one. Put $r=a+\ell s$ with $\ell=\sqrt{4Dt}$:

$$E|W|=\frac{4\pi a^3}{3}+4\pi a\ell\int_0^\infty(a+\ell s)\,\mathrm{erfc}(s)\,ds .$$

Since $\int_0^\infty\mathrm{erfc}(s)\,ds=1/\sqrt\pi$ and $\int_0^\infty s\,\mathrm{erfc}(s)\,ds=1/4$,

$$E|W|=4\pi aDt+8a^2\sqrt{\pi Dt}+\frac{4\pi a^3}{3}.\tag{2}$$

The first term is the steady capture rate $4\pi Da$ per unit trap density, multiplied by time. The others describe the initial transient and the carriers that start in traps.

The exponential function is convex, so Jensen's inequality gives

$$S(t)\ge e^{-nE|W|}.\tag{3}$$

Mean field therefore never overestimates survival in this model. Paths that cover unusually little volume gain more in (1) than paths that cover much volume lose.

## Survival in a void

A carrier can survive by starting in a trap-free region and staying there. Consider a ball of radius $R$ around its starting point. If no trap centre lies within $R+a$, no absorbing surface reaches into the ball. This happens with probability

$$\exp\!\left[-\frac{4\pi}{3}n(R+a)^3\right].$$

The carrier must also remain inside the ball. Its chance $p(r,t)$ of doing so from radius $r$ obeys the diffusion equation, with $p=0$ at $r=R$ and $p=1$ initially. The function $w=rp$ starts as $r$ and vanishes at both ends. On $0<r<R$,

$$r=\sum_{k=1}^{\infty}\frac{2R(-1)^{k+1}}{\pi k}\sin\frac{k\pi r}{R},$$

and the $k$th sine decays as $\exp(-k^2\pi^2Dt/R^2)$. Dividing by $r$ and letting $r\to0$ turns each sine into $k\pi/R$. With $q=e^{-\pi^2Dt/R^2}$, survival from the centre is

$$p(0,t)=2\left(q-q^4+q^9-\cdots\right)\ge2q(1-q^3).$$

The inequality holds because the terms alternate in sign and shrink. When $q^3\le1/2$, the right side is at least $q$. Trap positions and diffusion are independent, so the two probabilities multiply:

$$S(t)\ge\exp\!\left[-\frac{4\pi}{3}n(R+a)^3-\frac{\pi^2Dt}{R^2}\right].\tag{4}$$

The two costs compete. A large void is rare, with a cost proportional to its volume. A small void is common but soon lost, because a carrier explores it in a time of order $R^2/D$.

At long times the best $R$ is much larger than $a$, so first drop $a$. Setting the derivative of the total cost to zero gives

$$4\pi nR^2-\frac{2\pi^2Dt}{R^3}=0,\qquad R^5=\frac{\pi Dt}{2n}.$$

The second derivative, $8\pi nR+6\pi^2Dt/R^4$, is positive, so this is a minimum. The condition also says $\pi^2Dt=2\pi nR^5$, which makes the confinement cost $2\pi nR^3$. Adding the void cost,

$$\left(\frac{4\pi}{3}+2\pi\right)nR^3=\frac{10\pi}{3}nR^3
=\frac{10\pi}{3}\left(\frac\pi2\right)^{3/5}n^{2/5}(Dt)^{3/5}.$$

The numerical coefficient is 13.731. Restoring $a$ adds $(4\pi n/3)(3R^2a+3Ra^2+a^3)$, which is smaller than the total by a factor of order $a/R$. Since $R$ grows as $t^{1/5}$, this correction fades. The confinement cost grows without limit, so $q\to0$ and the condition on $q$ is met. Therefore

$$-\ln S(t)\le13.731\,n^{2/5}(Dt)^{3/5}\,[1+o(1)].\tag{5}$$

The mean-field cost grows as $t$ and the void cost only as $t^{3/5}$. At long enough times voids must win.

## Why no other strategy changes the power

Equation (5) limits how fast carriers disappear. To fix the exponent, we must also show that they cannot survive much better, for example by following an elongated or branching gap. It is enough to show that a path rarely covers too small a volume.

Divide the time $t$ into $N$ equal blocks. Keep the starting point as a first centre. At the end of each block, keep the carrier's position as a new centre if it lies at least $2a$ from every centre already kept; otherwise reject it.

Whatever happened earlier, the displacement in one block is Gaussian, with density at most $(4\pi Dt/N)^{-3/2}$. If at most $N/4$ centres have been kept, the positions that would be rejected fill a volume of at most $(N/4)(4\pi/3)(2a)^3=8\pi Na^3/3$. The chance of rejection is therefore at most

$$\frac{8\pi a^3}{3}\,\frac{N^{5/2}}{(4\pi Dt)^{3/2}}.$$

This is no more than $1/2$ provided

$$N^{5/2}\le\frac{3}{16\pi}\,\frac{(4\pi Dt)^{3/2}}{a^3}.\tag{6}$$

Take $N$ as the largest integer allowed by (6).

Suppose that at most $N/4$ centres have been kept at the end. Then the count was that low throughout, and every block had a chance of at least $1/2$ of adding a centre. This outcome is no more likely than at most $N/4$ heads in $N$ fair coin tosses. Score heads as $+1$ and tails as $-1$; the total must then be at most $-N/2$. For any $\lambda>0$, Markov's inequality applied to $e^{-\lambda\times\text{total}}$ bounds the probability by

$$e^{-\lambda N/2}(\cosh\lambda)^N\le e^{-\lambda N/2+\lambda^2N/2},$$

because $\cosh\lambda\le e^{\lambda^2/2}$, as a term-by-term comparison of the two series shows. Choosing $\lambda=1/2$ gives $e^{-N/8}$.

In the other case, more than $N/4$ centres are kept. Balls of radius $a$ about them do not overlap and all lie in $W$. Hence $|W|\ge(N/4)(4\pi a^3/3)=\pi a^3N/3$. Using (1) and adding the two cases,

$$S(t)\le e^{-N/8}+e^{-\pi na^3N/3}.\tag{7}$$

By (6), $N$ grows as $t^{3/5}$. So $-\ln S$ is at least some positive constant times $t^{3/5}$ at long times, and by (5) it is at most another constant times $t^{3/5}$. Taking logarithms removes both constants in the limit:

$$\lim_{t\to\infty}\frac{\ln[-\ln S(t)]}{\ln t}=\frac35 .$$

Three fifths is thus the power inside a stretched exponential, not the power of an algebraic decay. Voids alone supply this power, and no other arrangement of path and traps improves it. The Donsker–Varadhan theorem says further that the constant in (5) is the true one; that statement is neither proved nor needed here.

## Survivors at finite times

A lattice version shows the approach to this regime. Walkers step between neighbouring sites of a cubic lattice, starting from a trap-free site. Each newly visited site is trap-free with probability $e^{-1}=0.368$. Survival is then the average of $e^{-m}$, where $m$ is the number of new sites visited, and the mean-field value of $\ln S$ is minus the average of $m$ for free walkers.

After 200 steps, a simulated population gave $\ln S=-76.3$, against $-139.8$ for mean field. The best of several trap-free lattice balls gave a lower bound of $-94.8$. Two independent runs of 6000 walkers differed by 0.39 in $\ln S$, which indicates their scatter but not any bias they share through the finite population. Changing the population size and the sampling moves $\ln S$ by up to about 0.6 (towards $-75.7$), the survivors' site count given below by about 2, and the local slope by about 0.01, so the last digits of these values are not settled.

The survivors had visited 40.9 new sites on average; free walkers had visited 139.8 (a sampled value; the exact mean is 139.6). The survivors are thus the walkers that kept returning to a small region already known to be free of traps. As such regions come to dominate, loss slows: the decay rate fell from 0.535 per step between steps 10 and 30 to 0.284 between steps 160 and 200.

Between steps 100 and 200, the local slope of $\ln(-\ln S)$ against $\ln t$ was 0.734, compared with 0.971 for mean field. This is a clear departure from mean field, but it is not yet three fifths. The limiting exponent was derived for continuous diffusion from the two bounds; it does not rest on this short lattice run.

Regular traps provide a contrast. With one trap in every $3\times3\times3$ cell, no large voids exist. The decay rate was 0.03312 per step both at step 100 and at step 400. The trap density differs from that of the random case, so the comparison concerns the constancy of the rate, not its size.

## Numbers for a charge-trap layer

Consider electrons among neutral traps in silicon nitride, with rough values: trap density $5\times10^{19}\ \mathrm{cm^{-3}}$, or $0.05\ \mathrm{nm^{-3}}$; trap radius 0.5 nm; mobility $\mu=1\ \mathrm{cm^2/Vs}$; temperature $T=300$ K. The Einstein relation $D=\mu k_BT/e$ gives $D=0.02585\ \mathrm{cm^2/s}$, or $2.585\times10^{12}\ \mathrm{nm^2/s}$. The mean-field capture time is

$$\frac1{4\pi Dan}=\frac{1}{4\pi(2.585\times10^{12})(0.5)(0.05)}\ \mathrm{s}=1.23\ \mathrm{ps}.$$

Equating the leading costs, $4\pi anDt=13.731\,n^{2/5}(Dt)^{3/5}$, gives

$$t=\frac1D\left(\frac{13.731}{4\pi a}\right)^{5/2}n^{-3/2}=0.244\ \mathrm{ns}.$$

Keeping all terms of (2) and (4) moves the crossing to 0.284 ns. The best void then has a radius of 7.26 nm. Its rarity costs 97.8 in the exponent and confinement costs the remaining 137.4, a total of 235.2. Both lower bounds therefore stand at $S=10^{-102}$.

At ten times this time, with all else fixed, mean field gives $10^{-1007}$, while the void bound guarantees at least $10^{-395}$. The crossing marks when voids are certain to beat mean field; the true survival may depart from it earlier. The upper bound (7) is very loose here, giving only $\ln S\le-1.16$. It fixes the long-time power, not the survival at this time.

## What a real device changes

These values are lower bounds, and the true survival at the crossing can lie many powers of ten higher: a lattice walk matched to the same capture rate and trap density suggests roughly $10^{-62}$. That is still far too small to observe, and a real layer breaks the assumptions before the law can appear. One limit is thermal release. For a rough trap depth of 1.2 eV and attempt rate of $10^{12}\ \mathrm{s^{-1}}$, the emission time $e^{1.2\,\mathrm{eV}/k_BT}/(10^{12}\ \mathrm{s^{-1}})$ is $1.4\times10^8$ s at 300 K. When capture balances release and nearly all carriers are trapped, the free fraction is the capture time divided by the emission time, about $10^{-20}$. At 358 K, with the mobility unchanged, it is about $10^{-17}$. Detailed balance ties the attempt rate to the capture coefficient $4\pi Da$; for the effective mass used below it would be nearer $10^{11}\ \mathrm{s^{-1}}$, which lowers both fractions by about one power of ten. At 300 K the released carriers thus stand some 82 powers of ten above the void bound of $10^{-102}$ at the crossing, and roughly 40 powers of ten above the lattice estimate of the true survival, so they would hide the survivors in either case.

Size matters too. The void is 14.5 nm across, while a charge-trap film may be only about 6 nm thick. Even in bulk material, a given starting point has such a void around it with a chance of only $e^{-97.8}$, about $10^{-42}$. The sample volume per void listed in the numerical output, $e^{97.8}/n$, is a large overestimate. It allows one independent void position per trap, whereas a shift of only $1/[\pi n(R+a)^2]\approx0.1$ nm already brings one new trap centre, on average, into the region that must be empty. A given finite closed sample that contains traps has a slowest decay mode, so its survival ends as a simple exponential.

An electric field also weakens the protection. With drift velocity $\mathbf u$, the survival chance obeys $\partial_tp=D\nabla^2p+\mathbf u\cdot\nabla p$. Substituting $p=e^{-\mathbf u\cdot\mathbf r/2D}\phi$ cancels the gradient terms and leaves

$$\partial_t\phi=D\nabla^2\phi-\frac{u^2}{4D}\phi .$$

The decay rate in a ball becomes $\pi^2D/R^2+u^2/4D$. The added part does not shrink as the void grows, so the void cost becomes proportional to time again. Drift and confinement contribute equally when $u/2D=\pi/R$. Since $u=\mu F$ and $\mu=eD/k_BT$, this field is

$$F=\frac{2\pi k_BT}{eR}=0.224\ \mathrm{MV/cm}$$

for the void at the crossing. The added rate is then still only about 0.6 of the zero-field capture rate $4\pi Dan$, so large voids can still outlast mean field. But it grows as $F^2$. Fields in operating memory cells can reach several MV/cm, where, at fixed mobility, it far exceeds the capture rate, even though drift raises that rate too, and voids lose their advantage.

The picture of separate spheres needs neutral traps. With a relative permittivity of 7, a charged attractive trap has a Coulomb capture radius of 7.96 nm, larger than the typical trap spacing $n^{-1/3}=2.71$ nm. The transport picture needs care as well: for an effective mass of 0.4 electron masses, the chosen mobility would imply a mean free path of 0.039 nm, less than an atomic spacing; and the thermal wavelength for this mass, 6.80 nm, exceeds both the trap radius and the trap spacing, so a band electron could not be treated as a point. Free flight between collisions is therefore ruled out, but simple hopping does not fit these values well either. For random hops of length $l$ at rate $\Gamma$, $D=\Gamma l^2/6$. Hops of 0.5 nm would need $\Gamma\approx6\times10^{13}\ \mathrm{s^{-1}}$, above a typical vibrational rate of about $10^{13}\ \mathrm{s^{-1}}$. Slower hopping with the same $D$ needs hops longer than the trap radius, for which continuous diffusion and the capture rate $4\pi Da$ fail. The times and lengths above therefore illustrate the formulas; they are not predictions for silicon nitride.

For this layer, then, the three-fifths law describes an ideal infinite sample and is no guide to retention. The numerical output lists most of the values used here.

## Numbers as computed

```
mean volume of W, a=D=t=1: numeric 30.935, formula 30.935
ball survival, Dt/R^2=0.1: numeric 0.7071, series 0.7071
survival, random traps 0.544, from path volume 0.556
void coefficient (no unit): 13.731
void-bound power at very long times: 0.5998
largest rejection chance tested: 0.323
drift test rate: numeric 12.119, formula 12.120
LATTICE, trap-free chance per site: 0.368
step 100: ln S simulated -45.9, mean field -71.3, ball bound -60.1
step 200: ln S simulated -76.3, mean field -139.8, ball bound -94.8
gap between two runs in ln S at step 200: 0.39
local exponent, steps 100-200: simulated 0.734, mean field 0.971
fresh sites at step 200: survivors 40.9, free walkers 139.8
decay rate per step: steps 10-30 0.535, steps 160-200 0.284
ordered traps, rate per step: at 100 0.03312, at 400 0.03312
EXAMPLE, rough silicon nitride values
trap density 5.0e+19 cm^-3, trap radius 0.50 nm
mobility 1.0 cm2/Vs, temperature 300 K
diffusion coefficient 0.02585 cm2/s
n a^3 (no unit): 0.00625
mean trap spacing n^(-1/3): 2.71 nm
mean-field capture time: 1.231 ps
crossing time, leading terms only: 0.244 ns
crossing time, full bounds: 0.284 ns
void radius at crossing: 7.26 nm
-ln S bound at crossing: 235.2, void part 97.8
proved upper bound on ln S at crossing: -1.16
1 x crossing time: log10 S mean field -102.1, void bound -102.1, R 7.26 nm
10 x crossing time: log10 S mean field -1006.9, void bound -394.7, R 11.62 nm
100 x crossing time: log10 S mean field -10023.9, void bound -1542.1, R 18.53 nm
NEGLECTED EFFECTS
film thickness 6.0 nm, void diameter 14.5 nm
field where drift equals confinement: 0.224 MV/cm
log10 of sample volume per such void in cm^3: 22.8
trap depth 1.2 eV, attempt rate 1e+12 1/s
300 K: emission time 1.44e+08 s, log10 free fraction -20.1
358 K: emission time 7.82e+04 s, log10 free fraction -16.9
relative permittivity 7.0, mass ratio 0.4
Coulomb capture radius if charged: 7.96 nm
decay length of trapped state: 0.282 nm
mean free path 0.039 nm, thermal wavelength 6.80 nm
```
